**Decay length and leaked potential in an ultrathin gated film**

The program tests the decay length $\lambda=1/k$ given by the smallest positive root of $\tan(kt_s)\tan(kt_i)=\varepsilon_i/\varepsilon_s$. Here $t_s$ and $t_i$ are the film and insulator thicknesses, and $\varepsilon_s$ and $\varepsilon_i$ are their permittivities. It asserts that this length, its local thickness exponent and its ultrathin limit agree with a finite-volume eigenproblem within stated tolerances. It also asserts that the slow-mode formula for the minimum channel potential agrees within 2% with a two-dimensional solution for four film thicknesses. Further assertions cover the one-dimensional minimum, the order of the small-argument remainder, and the slice model in a high-permittivity case. The output shows that thinning the film from 10 nm to 1 nm shortens $\lambda$ from 10.78 to 4.12 nm and lowers the leaked potential from 221 to 9.4 mV. For the 1 nm film, the square-root law underestimates the leaked potential by a factor of 11.

## Verification by program

```python
# Result under test: drain potential in a gated thin film decays over lambda=1/k,
#   tan(k*ts)*tan(k*ti) = ei/es  (smallest positive k),
# which reduces to lambda0 = sqrt(es*ts*ti/ei) only if ts, ti << lambda.
# ts, ti: film and insulator thickness (nm); es, ei: relative permittivities.
# L: channel length (nm); a, b: source and drain end potentials (V), measured
# from the long-channel potential. The upper film surface has no normal field.
import numpy as np
from scipy.constants import e, k as k_boltzmann
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve


def simple_length(ts, ti, es, ei):
    return np.sqrt(es * ts * ti / ei)


def mode_length(ts, ti, es, ei):
    def mismatch(k):
        return (es * np.sin(k * ts) * np.sin(k * ti)
                - ei * np.cos(k * ts) * np.cos(k * ti))
    return 1 / brentq(mismatch, 0, np.pi / (2 * max(ts, ti)),
                      xtol=1e-16, rtol=1e-14)


def local_exponent(ts, ti, es, ei):
    k = 1 / mode_length(ts, ti, es, ei)
    s_film = 2 * k * ts / np.sin(2 * k * ts)
    s_ins = 2 * k * ti / np.sin(2 * k * ti)
    return s_film / (s_film + s_ins)


def mode_amplitude(ts, ti, es, ei):
    k = 1 / mode_length(ts, ti, es, ei)
    film = es * (ts / 2 + np.sin(2 * k * ts) / (4 * k))
    ins = (ei * (np.cos(k * ts) / np.sin(k * ti))**2
           * (ti / 2 - np.sin(2 * k * ti) / (4 * k)))
    return ei * np.cos(k * ts) / (ti * k**2 * (film + ins))


def minimum_potential(a, b, L, lam):
    r = L / lam
    assert a * np.cosh(r) > b and b * np.cosh(r) > a
    return np.sqrt(2 * a * b * np.cosh(r) - a*a - b*b) / np.sinh(r)


def minimum_position(a, b, L, lam):
    r = L / lam
    return lam / 2 * np.log((a * np.exp(r) - b) / (b - a * np.exp(-r)))


def vertical_operators(ts, ti, es, ei, h):
    # Finite volumes: gate node removed, last node on the upper surface.
    n_ins, n_film = round(ti / h), round(ts / h)
    assert np.isclose(n_ins * h, ti) and np.isclose(n_film * h, ts)
    eps = np.r_[np.full(n_ins, ei), np.full(n_film, es)].astype(float)
    above = np.r_[eps[1:], 0.0]
    stiffness = diags([-eps[1:] / h, (eps + above) / h, -eps[1:] / h],
                      [-1, 0, 1])
    weight = h * (eps + above) / 2
    return stiffness, weight


def grid_length(ts, ti, es, ei, h):
    stiffness, weight = vertical_operators(ts, ti, es, ei, h)
    value = eigh(stiffness.toarray(), np.diag(weight), eigvals_only=True,
                 subset_by_index=[0, 0])[0]
    return 1 / np.sqrt(value)


def surface_response(ts, ti, es, ei, L, h):
    # Upper-surface potential for 1 V at the source and 0 V at the drain.
    stiffness, weight = vertical_operators(ts, ti, es, ei, h)
    nz, nx = len(weight), round(L / h) - 1
    lateral = diags([-np.ones(nx-1), 2*np.ones(nx), -np.ones(nx-1)],
                    [-1, 0, 1]) / h**2
    matrix = kron(lateral, diags(weight)) + kron(identity(nx), stiffness)
    end_profile = np.minimum(h * np.arange(1, nz + 1) / ti, 1)
    rhs = np.zeros(nx * nz)
    rhs[:nz] = weight * end_profile / h**2
    field = spsolve(matrix.tocsc(), rhs).reshape(nx, nz)
    return np.r_[1.0, field[:, -1], 0.0]


def grid_minimum(response, a, b):
    return np.min(a * response + b * response[::-1])


# Model parameters
es, ei, ti, L = 12.0, 8.0, 5.0, 40.0
a, vd_low, vd_high, temperature = 0.4, 0.05, 0.6, 300.0
thicknesses = [10.0, 5.0, 2.0, 1.0]
h = 0.125
thermal_voltage = k_boltzmann * temperature / e

# One-dimensional minimum against a discretized differential equation
lam_test, n = 7.0, 4000
dx = L / n
bands = np.zeros((3, n - 1))
bands[0, 1:] = -1
bands[1] = 2 + (dx / lam_test)**2
bands[2, :-1] = -1
rhs = np.zeros(n - 1)
rhs[0], rhs[-1] = a, a + vd_high
profile = solve_banded((1, 1), bands, rhs)
assert np.isclose(profile.min(),
                  minimum_potential(a, a + vd_high, L, lam_test), rtol=1e-4)
assert abs((np.argmin(profile) + 1) * dx
           - minimum_position(a, a + vd_high, L, lam_test)) < 2 * dx

# Slice model against two dimensions where both layers are thin versus lambda0
thin_case = (2.0, 2.0, 200.0, 4.0)
thin_response = surface_response(*thin_case, 80.0, 0.25)
thin_grid = grid_minimum(thin_response, a, a + vd_high)
thin_simple = minimum_potential(a, a + vd_high, 80.0,
                                simple_length(*thin_case))
assert abs(thin_simple / thin_grid - 1) < 0.04

# Remainder of the small-argument expansion must halve when es/ei doubles
remainders = []
for ratio in (100.0, 200.0):
    remainders.append(mode_length(5, 5, ratio, 1)**2
                      - simple_length(5, 5, ratio, 1)**2 - 50 / 3)
assert abs(remainders[0] / remainders[1] - 2) < 0.06

# Ultrathin limit against the finite-volume eigenproblem
tiny = 0.125
linear_limit = 2 / np.pi * (ti + es * tiny / ei)
assert np.isclose(grid_length(tiny, ti, es, ei, 0.0625),
                  linear_limit, rtol=1e-3)

# Lengths, local exponents and residual potentials for all films
rows = []
for ts in thicknesses:
    case = (ts, ti, es, ei)
    lam0, lam = simple_length(*case), mode_length(*case)
    lam_grid = grid_length(*case, h)
    assert np.isclose(lam, lam_grid, rtol=2e-4)
    step = 0.125
    slope_grid = (np.log(grid_length(ts + step, ti, es, ei, h)
                         / grid_length(ts - step, ti, es, ei, h))
                  / np.log((ts + step) / (ts - step)))
    slope = local_exponent(*case)
    assert abs(slope - slope_grid) < 0.01
    c = mode_amplitude(*case)
    response = surface_response(*case, L, h)
    mode_values, grid_values = [], []
    for vd in (vd_low, vd_high):
        mode_values.append(c * minimum_potential(a, a + vd, L, lam))
        grid_values.append(grid_minimum(response, a, a + vd))
    assert np.allclose(mode_values, grid_values, rtol=0.02)
    assert a - grid_values[1] > 4 * thermal_voltage
    naive = minimum_potential(a, a + vd_high, L, lam0)
    factor = np.exp((grid_values[1] - grid_values[0]) / thermal_voltage)
    rows.append((ts, lam0, lam, lam_grid, slope, c, mode_values,
                 grid_values, naive, factor))

# Thinning must lower both the length and the drain-induced barrier change
assert all(r[3] > s[3] and r[9] > s[9] for r, s in zip(rows, rows[1:]))

print(f"relative permittivity: film {es:.0f}, insulator {ei:.0f}")
print(f"insulator thickness {ti:.1f} nm, channel length {L:.1f} nm")
print(f"source end potential a = {a:.2f} V")
print(f"drain voltages: low {vd_low:.2f} V, high {vd_high:.2f} V")
print(f"temperature {temperature:.0f} K, kT/e = {1e3*thermal_voltage:.2f} mV")
print("Decay lengths: square-root law, tangent equation, grid")
for r in rows:
    print(f"ts={r[0]:4.1f} nm: lambda0={r[1]:.3f} nm, lambda={r[2]:.3f} nm, "
          f"grid={r[3]:.3f} nm, exponent={r[4]:.3f}")
print("Residual minimum potential at high drain voltage")
for r in rows:
    print(f"ts={r[0]:4.1f} nm: mode={1e3*r[6][1]:.2f} mV, "
          f"2D grid={1e3*r[7][1]:.2f} mV, sqrt law={1e3*r[8]:.2f} mV")
print("Drain-induced change from low to high drain voltage, 2D grid")
for r in rows:
    print(f"ts={r[0]:4.1f} nm: low-VD minimum={1e3*r[7][0]:.2f} mV, "
          f"change={1e3*(r[7][1]-r[7][0]):.2f} mV, density factor={r[9]:.3f}")
print("Remaining source barrier at high drain voltage, 2D grid")
for r in rows:
    print(f"ts={r[0]:4.1f} nm: barrier={1e3*(a-r[7][1]):.1f} meV")

chosen = rows[2]
ts, lam = chosen[0], chosen[2]
corrected = np.sqrt(chosen[1]**2 + (ts**2 + ti**2) / 3)
print(f"Intermediate values for the {ts:.1f} nm film")
print(f"k = {1/lam:.5f} 1/nm, k*ts = {ts/lam:.4f}, k*ti = {ti/lam:.4f}")
print(f"L/lambda = {L/lam:.4f}, mode amplitude c = {chosen[5]:.4f}")
print(f"minimum position at high VD = "
      f"{minimum_position(a, a+vd_high, L, lam):.2f} nm from source")
print(f"lambda from first correction = {corrected:.3f} nm")
print(f"insulator floor 2*ti/pi = {2*ti/np.pi:.3f} nm")
print(f"linear ultrathin formula at 1.0 nm = "
      f"{2/np.pi*(ti+es*1.0/ei):.3f} nm")
print(f"10 nm to 1 nm: lambda0 falls by factor {rows[0][1]/rows[-1][1]:.3f}, "
      f"lambda by factor {rows[0][2]/rows[-1][2]:.3f}")
print(f"1 nm film: 2D minimum / sqrt-law minimum = "
      f"{rows[-1][7][1]/rows[-1][8]:.2f}")
print(f"thin-layer check: slice {1e3*thin_simple:.2f} mV, "
      f"2D grid {1e3*thin_grid:.2f} mV")
print(f"thin-layer check inputs: ts={thin_case[0]:.1f} nm, "
      f"ti={thin_case[1]:.1f} nm, es={thin_case[2]:.0f}, "
      f"ei={thin_case[3]:.0f}, L=80.0 nm")
print("checks complete")
```

It prints:

```
relative permittivity: film 12, insulator 8
insulator thickness 5.0 nm, channel length 40.0 nm
source end potential a = 0.40 V
drain voltages: low 0.05 V, high 0.60 V
temperature 300 K, kT/e = 25.85 mV
Decay lengths: square-root law, tangent equation, grid
ts=10.0 nm: lambda0=8.660 nm, lambda=10.784 nm, grid=10.784 nm, exponent=0.625
ts= 5.0 nm: lambda0=6.124 nm, lambda=7.302 nm, grid=7.302 nm, exponent=0.500
ts= 2.0 nm: lambda0=3.873 nm, lambda=4.981 nm, grid=4.982 nm, exponent=0.335
ts= 1.0 nm: lambda0=2.739 nm, lambda=4.116 nm, grid=4.116 nm, exponent=0.219
Residual minimum potential at high drain voltage
ts=10.0 nm: mode=222.12 mV, 2D grid=221.26 mV, sqrt law=123.84 mV
ts= 5.0 nm: mode=89.52 mV, 2D grid=89.51 mV, sqrt law=48.17 mV
ts= 2.0 nm: mode=23.28 mV, 2D grid=23.28 mV, sqrt law=7.23 mV
ts= 1.0 nm: mode=9.40 mV, 2D grid=9.41 mV, sqrt law=0.85 mV
Drain-induced change from low to high drain voltage, 2D grid
ts=10.0 nm: low-VD minimum=150.41 mV, change=70.85 mV, density factor=15.495
ts= 5.0 nm: low-VD minimum=60.17 mV, change=29.35 mV, density factor=3.112
ts= 2.0 nm: low-VD minimum=15.62 mV, change=7.66 mV, density factor=1.345
ts= 1.0 nm: low-VD minimum=6.31 mV, change=3.10 mV, density factor=1.127
Remaining source barrier at high drain voltage, 2D grid
ts=10.0 nm: barrier=178.7 meV
ts= 5.0 nm: barrier=310.5 meV
ts= 2.0 nm: barrier=376.7 meV
ts= 1.0 nm: barrier=390.6 meV
Intermediate values for the 2.0 nm film
k = 0.20075 1/nm, k*ts = 0.4015, k*ti = 1.0037
L/lambda = 8.0299, mode amplitude c = 1.0203
minimum position at high VD = 17.72 nm from source
lambda from first correction = 4.967 nm
insulator floor 2*ti/pi = 3.183 nm
linear ultrathin formula at 1.0 nm = 4.138 nm
10 nm to 1 nm: lambda0 falls by factor 3.162, lambda by factor 2.620
1 nm film: 2D minimum / sqrt-law minimum = 11.04
thin-layer check: slice 74.39 mV, 2D grid 76.03 mV
thin-layer check inputs: ts=2.0 nm, ti=2.0 nm, es=200, ei=4, L=80.0 nm
checks complete
```
